Why nearly empty vacuum can disturb a GGA potential

**The argument under review**

Suppose a manuscript computes empty states above a thin slab with a generalized gradient approximation (GGA) and defends its treatment of the vacuum as follows. The density there is below 10⁻⁸ bohr⁻³ and contributes nothing to the energy; the reduced gradient is large, but it multiplies a negligible density; the vacuum therefore needs no special care, and any spikes can be removed by setting the local exchange term to zero at low density.

The energy claim is reasonable. But the Kohn-Sham equation contains the derivative of the energy with respect to density, and a small energy can have a large derivative. What has to be settled is how large the potential becomes, whether the large reduced gradient is to blame, and what a threshold must act on.

I use Hartree atomic units and consider spin-unpolarized exchange alone, with a positive density n(z) that varies in one direction. Correlation and self-consistent feedback are left out.

**1. The density prefactor cancels from the flux**

Write the exchange energy density as

f = −C n^(4/3) F(s), s = |n′|/(2c n^(4/3)),

with C = (3/4)(3/π)^(1/3) and c = (3π²)^(1/3). Varying ∫f dz and integrating the n′ term by parts gives

v = ∂f/∂n − dA/dz, A = ∂f/∂n′.

I call A the flux. Since ∂s/∂n = −4s/(3n),

∂f/∂n = −(4/3)C n^(1/3) F + C n^(4/3) F′(s)·4s/(3n)
= −(4/3)C n^(1/3)(F − sF′).

Since ∂s/∂n′ = sgn(n′)/(2c n^(4/3)), the powers of n cancel in the flux:

A = −(C/2c) F′(s) sgn(n′) = −(3/8π) F′(s) sgn(n′).

The last step uses C/(2c) = (3/8)[(3/π)/(3π²)]^(1/3) = 3/(8π). Low density can therefore suppress A only through F′(s), which depends on the functional.

**2. For PBE, a large reduced gradient is not enough**

Take PBE exchange, with μ ≈ 0.2195 and κ_P = 0.804:

F = 1 + κ_P − κ_P/(1 + μs²/κ_P),
F′ = 2μs/(1 + μs²/κ_P)².

In a smooth tail n ∝ e^(−z), s grows as n^(−1/3). At large s, F → 1 + κ_P, while sF′ falls as s⁻². The flux falls as s⁻³, hence as n, and so does its derivative. What remains is

v → −(4/3)(1 + κ_P)C n^(1/3).

At n = 10⁻⁹ bohr⁻³ this tail has s ≈ 162 and v ≈ −0.0018 Ha. The reduced gradient diverges outward, yet the potential fades smoothly. This relies on F saturating at large s. B88 (section 3) does not saturate: in the same tail its potential is −0.0038 Ha at n = 10⁻⁹ bohr⁻³ and still −0.0015 Ha at 10⁻¹³ bohr⁻³, where PBE gives −0.00008 Ha.

Now let the density have a minimum, as it does at a mirror plane in the vacuum or between two noise maxima. Near n′ = 0, F′ ≈ 2μs, so

A ≈ −(3/8π)·2μ·n′/(2c n^(4/3)) = −[3μ/(8πc)] n′/n^(4/3).

Differentiating at n′ = 0, where F = 1 and sF′ = 0, gives

v = −(4/3)C n^(1/3) + [3μ/(8πc)] n″/n^(4/3).

For n = 10⁻⁹ and n″/n = 1, the second term is 0.00847 × 10⁻⁹/10⁻¹² = 8.47 Ha. The first is only −0.001 Ha. So the high spike sits where s passes through zero, between regions where s is large. At a maximum its sign is reversed.

The spike is also narrow. With |n′| ≈ |n″||z|, s reaches 1 at

|z| = 2c n^(4/3)/|n″| ≈ 0.0062 bohr,

about one fortieth of a 0.25 bohr grid spacing. A program that samples A on the grid and differentiates it by FFT cannot resolve this spike. What it can show is smaller. F′ is largest at μs²/κ_P = 1/3, that is s ≈ 1.1, where F′ ≈ 0.27 and |A| ≈ 0.033 Ha bohr. A single grid point with this flux gives its neighbours about |A|/h ≈ 0.13 Ha for a spacing h = 0.25 bohr (the FFT derivative matrix is given in section 5), whatever the density.

**3. Noise is worse when the flux decays only logarithmically**

B88 exchange behaves differently. Define

x = 2^(1/3)|n′|/n^(4/3), ℓ = asinh x,
F = 1 + (β/C_x) x²/(1 + 6βxℓ),

with β = 0.0042 and C_x = 2^(1/3)C. When 6βxℓ ≫ 1, the 1 in the denominator can be dropped, so F ≈ 1 + x/(6C_xℓ). Using C/C_x = 2^(−1/3) and n^(4/3)x = 2^(1/3)|n′|,

f ≈ −C n^(4/3) − |n′|/(6ℓ).

For large x, dℓ ≈ dx/x, hence ∂ℓ/∂n′ ≈ 1/n′ and ∂ℓ/∂n ≈ −4/(3n). Differentiation gives

A ≈ −sgn(n′)(1 − 1/ℓ)/(6ℓ),
∂f/∂n ≈ −(4/3)C n^(1/3) − (2/9)(|n′|/n)/ℓ².

At n = 10⁻⁹ bohr⁻³ and |n′|/n = 3 bohr⁻¹, ℓ = 8.93. The two terms of ∂f/∂n are −0.0010 and −0.0084 Ha, together −0.0093 Ha; the full B88 expression gives −0.0092 Ha.

If the noise density is multiplied by a factor λ < 1, |n′|/n does not change. The local term −(4/3)C n^(1/3) falls as λ^(1/3), but the gradient term of ∂f/∂n and the flux A change only through ℓ, which grows by (1/3)ln(1/λ). Better converged orbitals therefore reduce these two only logarithmically, while the sign of A still flips wherever n′ does.

To see the size, I gave four sampled orbitals random errors containing all wavevectors of the plane-wave basis, the nonzero ones with equal average weight and the zero wavevector with half of it, and averaged their squares. The cell is 60 bohr long with 240 points. The orbitals are normalized along z, so the density is the averaged square times an areal density, here 0.08 bohr⁻², that of the slab of section 6 (∫n_b sech²(κz) dz = 2n_b/κ). An rms orbital error of 10⁻⁴ bohr^(−1/2) then gives a mean noise density of 0.08 × 10⁻⁸ = 8 × 10⁻¹⁰ bohr⁻³. For a cell containing nothing but this noise, 20 draws give:

- LDA: mean ∂f/∂n = −0.0009 Ha, no flux term.
- PBE: mean −0.0016 Ha; rms dA/dz 0.014 Ha, largest value 0.14 Ha.
- B88: mean −0.0095 Ha; rms dA/dz 0.13 Ha, largest value 0.41 Ha.

When the orbital error is reduced a hundredfold, the density falls by 10⁴. The LDA mean falls by 10^(4/3) ≈ 22, but the B88 mean falls only to −0.0050 Ha and its rms flux term to 0.10 Ha. The PBE rms falls to 0.002 Ha, with a largest value of 0.07 Ha. The PBE flux figures come from the rare grid points that fall near s ≈ 1, so they scatter from one set of 20 draws to another: the rms between 0.008 and 0.014 Ha and the largest value between 0.12 and 0.26 Ha at the larger error, and between 0.0002 and 0.004 Ha and between 0.007 and 0.13 Ha at the smaller one. The largest values stay within about twice the single-point estimate 0.13 Ha of section 2 and far below the continuum spike. The B88 flux figures belong to this grid: with the same orbital basis, 480 and 960 points give an rms of 0.19 and 0.30 Ha and largest values of about 0.6 and 1.1 Ha, while the mean of ∂f/∂n does not change.

**4. High spikes do not mean equally large level shifts**

Consider the lowest state of the noise-only periodic cell. Without the potential it is uniform, and the other plane waves have energies G²/2. Expand A = Σ A_G e^(iGz), so that −dA/dz has components −iG A_G. Its average vanishes, and so does its first-order shift. At second order,

Δε = −Σ |G A_G|²/(G²/2) = −2Σ |A_G|²,

where G runs over the nonzero wavevectors of the orbital basis. The large factor G² in the spikes is cancelled by the kinetic energy needed to follow them. The formula requires |G A_G| ≪ G²/2.

For B88 it gives −0.00023 Ha, as does diagonalization with the flux term alone. On grids of 480 and 960 points with the same orbital basis this shift shrinks to −0.00017 and −0.00015 Ha although the spikes grow, and the full level quoted below rises by about 0.0001 Ha. The mean of ∂f/∂n is not cancelled: it enters at first order with −0.0095 Ha. The sum is −0.0097 Ha, and diagonalization with the full exchange potential gives −0.0098 Ha, or −0.27 eV. Here the conspicuous spikes matter less to the level than the smaller local term, which has one sign.

**5. The threshold must act on the energy density**

On the grid,

E = h Σ_i f(n_i, (Dn)_i),

where h is the spacing and D the FFT derivative with its Nyquist term removed. This D is antisymmetric, so

v_j = (1/h)∂E/∂n_j = (∂f/∂n)_j + Σ_i A_i D_ij
= (∂f/∂n)_j − (DA)_j.

The authors' proposal removes f and ∂f/∂n at low density but keeps A. The potential is then no longer the derivative of the energy. For a relative density change proportional to exp{−[(|z| − 12)/1.5]²}, with z in bohr from the centre of the slab of section 6, its predicted B88 energy change is wrong by 300% of the finite-difference value. This percentage depends strongly on where the change is centred: it is 2.5% at 10 bohr and 24% at 11 bohr, and at 13 bohr the prediction has the wrong sign.

A smooth switch w(n) should replace f by wf. The product rule then fixes every term:

v = w ∂f/∂n + w′f − D(wA), w′ = dw/dn.

In the continuum the terms containing w′ combine to w′(f − n′A). For B88 at large x,

f − n′A ≈ −C n^(4/3) − |n′|/(6ℓ) + |n′|(1 − 1/ℓ)/(6ℓ)
= −C n^(4/3) − |n′|/(6ℓ²).

The leading gradient terms cancel. Omitting w′f destroys this cancellation; in the same finite-difference test it causes a 77% error (11% with the change centred at 10 bohr, 124% at 13 bohr). With w′f included, the relative error is about 3 × 10⁻⁷.

A sharp mask on f, ∂f/∂n and A together also passes that test, provided no grid point crosses the cutoff. It has another fault: the flux drops abruptly from A_e to zero. On a long grid D_ij = (−1)^(i−j)/[(i−j)h] for i ≠ j, the derivative of the band-limited interpolation function. If A is nearly constant on the kept side, the first masked point to the right of the slab receives

−(DA) = (A_e/h)(1 − 1/2 + 1/3 − …) = A_e ln2/h.

With A_e = 0.0252 Ha bohr and h = 0.25 bohr this is 0.070 Ha; the grid derivative gives 0.069 Ha. Refining the grid makes this spike higher.

**6. What this does to the slab's empty states**

I used n = n_b sech²(κz), with n_b = 0.02 bohr⁻³ and κ = 0.5 bohr⁻¹, and added the orbital errors of section 3. A fixed external part makes the noise-free, smoothly switched Hamiltonian a well −κ² sech²(κz). Its bound state sech(κz) has energy −κ²/2 = −0.125 Ha. The sharp cutoff is 10⁻⁶ bohr⁻³. The switch is a quintic polynomial in ln n, rising from 0 at 10⁻⁷ to 1 at 10⁻⁵ bohr⁻³.

For B88, the entries below give the mean of the two lowest empty levels, first without noise and then averaged over noise, followed by the noise shift:

- No threshold: −0.0006 → −0.0040 Ha; −92 meV, with a statistical error of 2 to 3 meV.
- Local part removed: 0.0027 → 0.0025 Ha; −5 meV.
- Sharp mask on all parts: 0.0026 → 0.0026 Ha; 0.3 meV, with a statistical error of about 0.1 meV.
- Smooth switch: 0.0016 → 0.0016 Ha; less than 0.1 meV in size, not resolved from zero by 20 draws.

Averaged over the draws, the occupied level moves by only about 10⁻⁶ Ha in each case, a shift whose sign is not significant, so its stability says nothing about the vacuum. Nor does a small empty-level shift validate the authors' threshold. More than 8 bohr from the slab centre, its potential still deviates from the noise-free switched one by up to 0.31 Ha on average over the draws, against 0.30 Ha with no threshold, 0.08 Ha with the sharp mask and 0.002 Ha with the smooth switch. Halving the grid spacing raises the first three to about 0.52, 0.52 and 0.15 Ha and leaves the last unchanged.

The smooth switch is not free of cost. Even without noise it raises the empty levels by 0.0022 Ha, or 60 meV, relative to unthresholded B88, because it removes part of the functional's own vacuum potential. For this noise amplitude, switching range and cell it is comparable with the noise shift it cures. The switched empty levels lie above zero: they are unbound states discretized by the 60 bohr cell, so these shifts also depend on the cell length. In cells of 48 and 80 bohr the unthresholded noise shift is about −49 and −145 meV, while the cost of the switch stays near 56 meV. In the 60 bohr cell, moving the switching range down or up by a factor of ten changes that cost to 38 or 88 meV. The switching range is therefore part of the computational model: it must lie above the noise, be the same in all calculations that are compared, and be varied to show how far the reported levels depend on it.

**Requested revision**

The authors should withdraw the claim that negligible density makes the vacuum harmless, and should judge a large s by how F′(s) of their functional decays: it is harmless in a smooth PBE tail, but it is the source of the slowly decaying B88 terms. They should state how f, ∂f/∂n and A are treated at low density, and verify the potential against a finite difference of the thresholded energy. They should then report the empty levels for several switching ranges and orbital convergence criteria. The sizes found here belong to planar noise and exchange alone; three-dimensional noise, correlation and self-consistency need their own check. The numerical check covers the main formulas and the slab example.

Table of computed values

```
PBE at n = 1e-09 bohr^-3, |n'|/n or n''/n = 1 (a.u.)
 smooth tail: s = 161.6, v = -0.001776 Ha
 density minimum: v = 8.4688 Ha
 distance from minimum to s = 1: 0.00619 bohr
B88 at n = 1e-09 bohr^-3, |n'|/n = 3 bohr^-1
 asinh x = 8.931
 df/dn = -0.009237 Ha, large-s law -0.009344 Ha
 |flux| = 0.01658 Ha bohr, law 0.01657 Ha bohr
Grid: L = 60 bohr, 240 points, h = 0.250 bohr
 orbital cutoff = 19.09 Ha, 20 noise draws
 orbital error = 1e-04 bohr^-1/2, noise density = 8.0e-10 bohr^-3
Noise-only cell: mean df/dn, rms and largest |d flux/dz| (Ha)
 error 1e-04 LDA: -0.000864, 0.00000, 0.0000
 error 1e-04 PBE: -0.001551, 0.01350, 0.1395
 error 1e-04 B88: -0.009483, 0.13373, 0.4117
 error 1e-06 LDA: -0.000040, 0.00000, 0.0000
 error 1e-06 PBE: -0.000072, 0.00178, 0.0681
 error 1e-06 B88: -0.005025, 0.10125, 0.3135
 median s = 485, median |n'|/n = 2.70 bohr^-1
 B88 lowest level, flux part only: -0.000231 Ha, law -0.000230 Ha
 B88 lowest level, full: -0.009819 Ha = -0.2672 eV
Slab: peak density 0.02 bohr^-3, kappa = 0.5 bohr^-1
 sharp cut 1e-06, switch 1e-07 to 1e-05 bohr^-3
Relative error of v as derivative of the B88 energy
 none: 2.1e-08
 local only: 3.0e+00
 sharp all: 3.2e-07
 smooth: 2.9e-07
 slope dropped: 7.7e-01
Sharp edge: |flux| = 0.02523 Ha bohr, spike 0.06943 Ha, law 0.06995 Ha
B88 slab levels, clean -> mean noisy (Ha); empty = mean of lowest two
 none: occupied -0.125000 -> -0.125001, empty -0.000615 -> -0.003983
  noise shift of empty -3.37e-03 Ha (-91.65 meV), of occupied -9.3e-07 Ha
  largest potential deviation for |z| > 8 bohr: 0.30305 Ha
 local only: occupied -0.125000 -> -0.125001, empty 0.002722 -> 0.002535
  noise shift of empty -1.87e-04 Ha (-5.10 meV), of occupied -9.2e-07 Ha
  largest potential deviation for |z| > 8 bohr: 0.30818 Ha
 sharp all: occupied -0.124999 -> -0.125000, empty 0.002629 -> 0.002640
  noise shift of empty 1.01e-05 Ha (0.27 meV), of occupied -9.1e-07 Ha
  largest potential deviation for |z| > 8 bohr: 0.07956 Ha
 smooth: occupied -0.125000 -> -0.125001, empty 0.001573 -> 0.001573
  noise shift of empty 3.70e-07 Ha (0.01 meV), of occupied -9.3e-07 Ha
  largest potential deviation for |z| > 8 bohr: 0.00186 Ha
```
